# Why the coupled-cluster series need not approach full CI from above

The energies of CCSD, CCSDT, CCSDTQ and so on end at the full configuration interaction (FCI) energy once all possible excitations are included. Before that end they are neither upper bounds nor bound to improve at each step. In a minimal-basis model of N$_2$ at a bond length of 1.8 Å, with a symmetry-constrained Hartree–Fock reference, the errors relative to FCI are

$$
-19.6,\quad -19.9,\quad +1.9\ \text{m}E_\mathrm h
$$

for CCSD, CCSDT and CCSDTQ. The first two energies lie below FCI, the second step makes the error slightly larger, and the third changes its sign.

## The belief and its appeal

The belief is that each added class of excitations lowers the energy towards FCI, so that the last energy computed is an upper bound and the last change indicates the remaining error. Near equilibrium the energies do fall towards FCI from above. For N$_2$ at 1.1 Å the same three errors are $+3.92$, $+2.05$ and $+0.04$ m$E_\mathrm h$.

There is also a theorem that seems to support it. Let $|0\rangle$ be the closed-shell restricted Hartree–Fock (RHF) determinant. The rank of a determinant is the number of electrons moved out of orbitals occupied in $|0\rangle$. Truncated CI minimizes

$$
\frac{\langle\Phi|H|\Phi\rangle}{\langle\Phi|\Phi\rangle}
$$

over all combinations $\Phi$ of determinants with rank up to $n$. Raising $n$ enlarges the set and keeps every earlier trial function. A minimum over a larger set cannot be higher, so

$$
E_\mathrm{CI}(2)\ge E_\mathrm{CI}(3)\ge\dots\ge E_\mathrm{FCI}.
$$

The coupled-cluster functions are nested too, since setting the newest amplitudes to zero recovers the previous form. If their energy expectation value were minimized, the same argument would apply. The standard method does not minimize it, and there the analogy breaks.

## What coupled cluster solves

The wave function is $|\Phi\rangle=e^{T}|0\rangle$, where $T$ contains excitations of ranks 1 to $n$. The amplitudes and the energy follow from projections:

$$
\langle\mu|e^{-T}He^{T}|0\rangle=0\quad(1\le\text{rank}\,\mu\le n),
\qquad
E=\langle0|e^{-T}He^{T}|0\rangle .
$$

Here $|\mu\rangle$ is an excited determinant. $T$ only excites, so its adjoint $T^\dagger$ only de-excites and $T^\dagger|0\rangle=0$. Taking the adjoint gives $\langle0|T=0$, hence $\langle0|e^{-T}=\langle0|$. The energy becomes

$$
E=\langle0|H|\Phi\rangle .
$$

The function on the left is $|0\rangle$ and the one on the right is $|\Phi\rangle$. This is not an expectation value, so the variational principle says nothing about it.

To see what replaces that principle, let $\Psi$ be the FCI ground state, scaled so that $\langle0|\Psi\rangle=1$. This requires a nonzero overlap with the reference. Also $\langle0|\Phi\rangle=1$, because every term of $e^T|0\rangle$ after the first is excited. Write $|\Phi\rangle=|\Psi\rangle+|\delta\rangle$. From $H|\Psi\rangle=E_\mathrm{FCI}|\Psi\rangle$ it follows that $\langle0|H|\Psi\rangle=E_\mathrm{FCI}$, and subtraction gives

$$
E-E_\mathrm{FCI}=\langle0|H|\delta\rangle .
$$

The error is linear in the error of the wave function, and a linear expression has no preferred sign.

The expectation value of the same $\Phi$ behaves differently. Since $(H-E_\mathrm{FCI})|\Psi\rangle=0$, and the same holds with $\langle\Psi|$ on the left, the terms containing $\Psi$ drop out:

$$
\frac{\langle\Phi|H|\Phi\rangle}{\langle\Phi|\Phi\rangle}-E_\mathrm{FCI}
=\frac{\langle\Phi|H-E_\mathrm{FCI}|\Phi\rangle}{\langle\Phi|\Phi\rangle}
=\frac{\langle\delta|H-E_\mathrm{FCI}|\delta\rangle}{\langle\Phi|\Phi\rangle}\ge0 .
$$

The last step holds because $E_\mathrm{FCI}$ is the lowest eigenvalue in the space. This error is quadratic in $\delta$ and cannot be negative. A coupled-cluster energy below FCI therefore violates no principle: it is a different functional of the wave function.

## Where the error comes from

The error can be traced to the equations that were left unsolved. The determinants form an orthonormal basis, so the vector $e^{-T}He^T|0\rangle$ can be expanded in it. Its component along $|0\rangle$ is $E$, and its components of ranks 1 to $n$ vanish by the amplitude equations. What remains is

$$
e^{-T}He^{T}|0\rangle=E|0\rangle+\sum_{\text{rank}\,\mu>n}r_\mu|\mu\rangle,
\qquad r_\mu=\langle\mu|e^{-T}He^{T}|0\rangle .
$$

Multiplying from the left by $e^T$ gives

$$
He^{T}|0\rangle=E\,e^{T}|0\rangle+\sum_{\text{rank}\,\mu>n}r_\mu\,e^{T}|\mu\rangle .
$$

Now project on $\langle\Psi|$. On the left, $\langle\Psi|H=E_\mathrm{FCI}\langle\Psi|$, so

$$
E_\mathrm{FCI}\langle\Psi|e^T|0\rangle
=E\,\langle\Psi|e^T|0\rangle+\sum_{\text{rank}\,\mu>n}r_\mu\langle\Psi|e^T|\mu\rangle .
$$

Move the term with $E$ to the left, divide by $\langle\Psi|e^T|0\rangle$, assumed nonzero, and reverse the overall sign:

$$
E-E_\mathrm{FCI}=-\sum_{\text{rank}\,\mu>n}
\frac{r_\mu\,\langle\Psi|e^{T}|\mu\rangle}{\langle\Psi|e^{T}|0\rangle}.
$$

This is an identity, not an expansion in a small quantity. Each term is a product of two different factors, where a bound from above would need something like a sum of squares. If $n$ is the highest rank the orbitals allow, the sum is empty and the error is zero. That is the sense in which the series ends at FCI.

A second look at the multiplied equation shows how the omitted ranks reach the energy. Project it on a determinant $\langle D|$ of rank at most $n$. The operator $e^T$ never lowers the rank, so $\langle D|e^T|\mu\rangle=0$ for every $\mu$ in the sum, and

$$
\langle D|H|\Phi\rangle=E\,\langle D|\Phi\rangle .
$$

The FCI state obeys equations of the same form. For a double excitation $D$, the two-electron operator in $H$ connects $D$ to ranks up to four. In CCSDT the rank-four part of $\Phi$ is not free. Collecting the terms of $e^T|0\rangle$ with total rank four, where $T_k$ is the rank-$k$ part of $T$, gives

$$
\left(T_1T_3+\tfrac12T_2^2+\tfrac12T_1^2T_2+\tfrac1{24}T_1^4\right)|0\rangle ,
$$

while the exact state may also need an independent $T_4$. An error in this part shifts the double-excitation coefficients, and these enter $\langle0|H|\Phi\rangle$ directly. Nothing in this chain fixes the direction of the shift.

## Nitrogen, stretched

The model is N$_2$ in the STO-3G basis with the 1s cores frozen: 10 electrons in 8 orbitals. Three of these orbitals are empty in $|0\rangle$, each with room for two electrons, so excitations up to rank six exist and CCSDTQ is still an approximation. FCI here means the exact solution within this small orbital space, not experiment. Energies are in hartree, $E_\mathrm h$. The reference $|0\rangle$ is the RHF determinant of $D_{2h}$ symmetry with the orbital occupation of the equilibrium geometry, kept at every bond length. It is not always the lowest closed-shell solution. Once these constraints are released it remains stable at 1.4 Å, but from 1.5 Å onwards a lower determinant exists, lower by 10 m$E_\mathrm h$ at 1.5 Å, 121 m$E_\mathrm h$ at 1.8 Å and 317 m$E_\mathrm h$ at 2.5 Å. All numbers here refer to the constrained reference, and their sign depends on that choice: built on the lower determinant, CCSD at 2.0 Å lies about 0.2 $E_\mathrm h$ above FCI. Each CC solution was followed from one bond length to the next, starting at 1.1 Å. The weight is that of $|0\rangle$ in the normalized FCI state.

| $R$ / Å | weight | CCSD error / m$E_\mathrm h$ | CCSDT | CCSDTQ |
|---:|---:|---:|---:|---:|
| 1.1 | 0.92 | 3.92 | 2.05 | 0.04 |
| 1.5 | 0.74 | 13.78 | 11.62 | 0.96 |
| 1.7 | 0.54 | 3.76 | 3.06 | 1.51 |
| 1.8 | 0.43 | −19.55 | −19.85 | 1.89 |
| 2.0 | 0.25 | −101.84 | −102.83 | 17.00 |
| 2.2 | 0.15 | −159.58 | −159.77 | not found |

Up to 1.7 Å the errors are positive and shrink at each level, as the belief says, although the last change already understates what remains: at 1.5 Å the step from CCSD to CCSDT is 2.15 m$E_\mathrm h$ and the remaining error is 11.62 m$E_\mathrm h$. Between 1.7 and 1.8 Å both CCSD and CCSDT cross the FCI curve. CCSDT lies below CCSD at both lengths, by 0.70 and 0.30 m$E_\mathrm h$. If that order holds in between, CCSDT crosses first, and over a short range a CCSD energy above FCI is followed by a CCSDT energy below it; the 0.1 Å grid has no point in that range. From 2.1 Å onwards the solver found no CCSDTQ solution, which does not prove that none exists.

The error identity shows where the 1.8 Å numbers come from. For CCSD the unsolved equations of ranks 3, 4, 5 and 6 contribute

$$
1.075-21.140+0.001+0.513=-19.551\ \text{m}E_\mathrm h .
$$

For CCSDT the rank-three equations are solved and the amplitudes readjust:

$$
-20.375+0.012+0.513=-19.850\ \text{m}E_\mathrm h .
$$

Including triples removes a positive contribution of 1.075 m$E_\mathrm h$. The large negative rank-four contribution recovers by only 0.765 m$E_\mathrm h$, and the rank-five one rises by 0.011 m$E_\mathrm h$. The net change is

$$
-1.075+0.765+0.011=-0.299\ \text{m}E_\mathrm h ,
$$

away from FCI. Once the rank-four equations are solved as well, $+1.9$ m$E_\mathrm h$ remains, nearly all of it from rank six. At 1.1 Å the rank-four contribution to the CCSD error was $+2.195$ m$E_\mathrm h$. The same class of equations thus contributes with opposite signs at the two bond lengths.

The expectation values confirm that the negative sign belongs to the projected energy. At 1.8 Å the CCSD and CCSDT wave functions give $+8.8$ and $+7.3$ m$E_\mathrm h$ relative to FCI, above it as they must be. Evaluating them requires every determinant in $e^T|0\rangle$, which is feasible here because the symmetry-adapted space has only 396. Truncated CI respects its bound too, but with errors of 117.0 and 115.5 m$E_\mathrm h$ for ranks up to two and three. Being an upper bound does not make an energy accurate.

## The last change is not an error bar

At 2.2 Å, CCSD and CCSDT differ by 0.18 m$E_\mathrm h$. Read as a sign of convergence, this would suggest an excellent result, yet both lie about 160 m$E_\mathrm h$ below FCI. The difference is especially small here because it changes sign between 2.2 and 2.3 Å. It stays below 1 m$E_\mathrm h$ in magnitude at every computed point from 1.8 to 2.5 Å, while the CCSDT error grows from $-20$ to $-193$ m$E_\mathrm h$.

In this basis and with this reference, the consequence for the potential curve is severe. Stretching the bond from 1.2 to 2.5 Å costs, according to FCI,

$$
-107.4404-(-107.6771)=0.2367\ E_\mathrm h .
$$

The CCSDT errors at these two lengths are $+3.7$ and $-193.2$ m$E_\mathrm h$, so CCSDT gives

$$
236.7-193.2-3.7=39.8\ \text{m}E_\mathrm h ,
$$

about one sixth of the FCI value. The error at 2.5 Å alone amounts to $-507$ kJ/mol.

## Water, and the limits of the statement

Water in the same basis, with 8 electrons in 6 orbitals and both bonds stretched together at a fixed angle of 104.5°, shows the same behaviour on a smaller scale. At an O–H length of 0.96 Å the CCSD and CCSDT errors are $+0.12$ and $+0.02$ m$E_\mathrm h$. At twice that length they are $-10.0$ and $-10.4$ m$E_\mathrm h$; their size depends strongly on the basis, and in the MINAO minimal basis they are only $-3.4$ and $-3.6$ m$E_\mathrm h$. Only two orbitals are empty in $|0\rangle$, so rank four is the highest possible, and CCSDTQ reproduces FCI throughout the scan, as the empty sum requires.

Two molecules do not establish whether, or where, CCSDT falls below FCI for another stretched bond. The crossing point depends on the molecule and the basis: for water with both bonds stretched by a factor 1.75, the CCSDT error is $-0.4$ m$E_\mathrm h$ in STO-3G and $+0.7$ m$E_\mathrm h$ in the MINAO minimal basis. Nor does the weight of $|0\rangle$ alone decide the sign: N$_2$ at 1.7 Å has a weight of 0.54 and a positive CCSDT error, while water with both bonds stretched by a factor 1.875 has the larger weight 0.61 and a CCSDT error of $-3.8$ m$E_\mathrm h$.

In both scans the regular pattern, with positive errors that shrink at each level, occurs at the shorter bond lengths: at the computed points, down to a reference weight of 0.54 in N$_2$ and 0.77 in water. There it is a useful observation. It does not become a bound: in both scans it fails once the bonds are stretched further. The numerical check below gives the full scans, including the points omitted here.

## Table of computed values

```
N2, STO-3G, 10 electrons in 8 orbitals; x = R in angstrom
  x   E_FCI/Eh  RHF weight | error/mEh: CCSD  CCSDT  CCSDTQ
 1.100  -107.653827  0.9168      3.924      2.046      0.042
 1.200  -107.677085  0.8889      5.900      3.716      0.110
 1.300  -107.659153  0.8523      8.542      6.147      0.260
 1.400  -107.622992  0.8034     11.531      9.112      0.543
 1.500  -107.581483  0.7373     13.775     11.623      0.959
 1.600  -107.541962  0.6490     12.730     11.207      1.352
 1.700  -107.508631  0.5404      3.755      3.058      1.509
 1.800  -107.483383  0.4257    -19.551    -19.850      1.888
 1.900  -107.466058  0.3242    -59.093    -59.840      4.553
 2.000  -107.455116  0.2464   -101.844   -102.828     17.003
 2.100  -107.448604  0.1916   -135.746   -136.415        nan
 2.200  -107.444838  0.1542   -159.584   -159.768        nan
 2.300  -107.442641  0.1288   -175.779   -175.508        nan
 2.400  -107.441296  0.1112   -186.719   -186.077        nan
 2.500  -107.440409  0.0987   -194.136   -193.209        nan
H2O, STO-3G, 8 electrons in 6 orbitals; x = R(OH)/0.96 angstrom, angle 104.5 deg
  x   E_FCI/Eh  RHF weight | error/mEh: CCSD  CCSDT  CCSDTQ
 1.000   -75.013077  0.9733      0.118      0.024     -0.000
 1.125   -75.016103  0.9559      0.202      0.073     -0.000
 1.250   -74.985072  0.9291      0.360      0.188     -0.000
 1.375   -74.941050  0.8907      0.613      0.397     -0.000
 1.500   -74.895147  0.8389      0.891      0.647      0.000
 1.625   -74.853074  0.7730      0.891      0.636      0.000
 1.750   -74.817792  0.6948     -0.155     -0.423      0.000
 1.875   -74.790552  0.6086     -3.531     -3.841      0.000
 2.000   -74.771162  0.5206     -9.997    -10.444      0.000
 2.125   -74.758313  0.4416    -18.661    -19.208      0.000
 2.250   -74.750220  0.3804    -28.004    -28.207     -0.000
N2 shortest bond, x = 1.100; all in mEh relative to FCI
  CI energy, ranks up to 2, 3, 4: 12.442 10.578 0.263
  expectation value with CC function, 2, 3, 4: 2.274 0.558 0.009
  CCSD error by unsolved rank: rank 3: 1.721, rank 4: 2.195, rank 5: 0.005, rank 6: 0.002
  CCSDT error by unsolved rank: rank 4: 2.016, rank 5: 0.028, rank 6: 0.002
  CCSDTQ error by unsolved rank: rank 5: 0.022, rank 6: 0.021
N2 first point with CCSDT over 1 mEh below FCI, x = 1.800; all in mEh relative to FCI
  CI energy, ranks up to 2, 3, 4: 117.004 115.529 13.978
  expectation value with CC function, 2, 3, 4: 8.808 7.337 0.320
  CCSD error by unsolved rank: rank 3: 1.075, rank 4: -21.140, rank 5: 0.001, rank 6: 0.513
  CCSDT error by unsolved rank: rank 4: -20.375, rank 5: 0.012, rank 6: 0.513
  CCSDTQ error by unsolved rank: rank 5: 0.013, rank 6: 1.874
H2O doubly stretched, x = 2.000; all in mEh relative to FCI
  CI energy, ranks up to 2, 3, 4: 55.055 27.685 0.000
  expectation value with CC function, 2, 3, 4: 2.001 1.848 0.000
  CCSD error by unsolved rank: rank 3: 0.180, rank 4: -10.177
  CCSDT error by unsolved rank: rank 4: -10.444
Determinants used, highest rank: N2 396 6 ; H2O 65 4
Largest amplitude change between neighbouring points (CCSD, CCSDT, CCSDTQ): N2 0.118 0.121 0.229 ; H2O 0.116 0.111 0.108
Lowest N2 CCSDT error: -193.209 mEh = -507.27 kJ/mol at R = 2.5 angstrom
```
